**Numerical test of the sheet kinetic inductance of a dirty superconductor**

The program tests \(L=\hbar R/(\pi\Delta_0)\) with \(\Delta_0=\pi e^{-\gamma}k_BT_c\), where \(L\) is the inductance per square, \(R\) the normal sheet resistance, \(\Delta_0\) the zero-temperature gap, \(T_c\) the critical temperature and \(\gamma\) Euler's constant. It asserts that diagonalizing a random paired system reproduces the second-order energy with the current coherence factor. Two-dimensional quadrature is compared with the stiffness formula at zero temperature and at one finite temperature. Further assertions compare finite scattering with an imaginary-frequency integral, the frequency dependence with the Mattis-Bardeen integral, and the gap ratio with the numerically integrated gap equation. The program also asserts that the paramagnetic and diamagnetic responses of the normal metal cancel. For \(T_c=4\) K and \(R=100\) ohm per square the output gives 34.46 pH per square in the ideal limit. With rough TiN data, the corrections for scattering time, a temperature of 1 K and a frequency of 5 GHz raise this to 34.69 pH per square.

## Numerical check

```python
"""Sheet kinetic inductance of a dirty superconducting film.

Result under test: L = hbar*R / (pi*Delta0), Delta0 = (pi/e^gamma)*kB*Tc.
R: normal sheet resistance; Delta0: zero-temperature gap; Tc: critical
temperature; gamma: Euler's constant. L is the inductance per square.
Level energies x, y and pair energies E = sqrt(x^2 + gap^2) are in units of
the gap in the dimensionless integrals. The response is j = -K*A, L = 1/(K*d).
b = hbar/(2*tau*gap) measures scattering (large b is the dirty limit).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

hbar, kB, qe, me, mu0 = (const.hbar, const.k, const.e, const.m_e, const.mu_0)


def quadrant_grid(a_max, n_a=400, n_s=240):
    """Points x = sinh(a), y = sinh(s*a) with y < x; weight counts both halves."""
    ga, wa = np.polynomial.legendre.leggauss(n_a)
    gs, ws = np.polynomial.legendre.leggauss(n_s)
    a = (0.5 * a_max * (ga + 1))[:, None]
    s = (0.5 * (gs + 1))[None, :]
    c = s * a
    weight = 2 * (0.5 * a_max * wa)[:, None] * (0.5 * ws)[None, :]
    weight = weight * a * np.cosh(a) * np.cosh(c)
    return a, c, weight


def stiffness_integral(b=None):
    """Normal minus superconducting second-order kernel, all sign quadrants."""
    a, c, weight = quadrant_grid(32.0)
    x, y, Ex, Ey = np.sinh(a), np.sinh(c), np.cosh(a), np.cosh(c)
    difference = (np.exp(-a) + np.exp(-c)) / ((x + y) * (Ex + Ey))
    common = 1 / (Ex * Ey * (Ex + Ey))
    opposite = 2 * difference + (np.cosh(a - c) + 1) * common
    same = -2 * np.sinh((a - c) / 2)**2 * common
    if b is None:
        return 2 * np.sum(weight * (opposite + same))
    drude_sum = 1 / (1 + ((x + y) / (2 * b))**2)
    drude_dif = 1 / (1 + ((x - y) / (2 * b))**2)
    return 2 * np.sum(weight * (opposite * drude_sum + same * drude_dif))


def thermal_integral(t):
    """Same integral with Fermi factors; t = kB*T/gap."""
    a, c, weight = quadrant_grid(14.0)
    x, y, Ex, Ey = np.sinh(a), np.sinh(c), np.cosh(a), np.cosh(c)

    def scattering(p, q):
        d = (p - q) / (2 * t) + 1e-14
        product = np.tanh(p / (2 * t)) * np.tanh(q / (2 * t))
        return (1 - product) * np.tanh(d) / d / (4 * t)

    def creation(p, q):
        return 0.5 * (np.tanh(p / (2 * t)) + np.tanh(q / (2 * t))) / (p + q)

    r = 1 / (Ex * Ey)
    normal = scattering(x, y) + creation(x, y)
    paired = (1 + r) * scattering(Ex, Ey) + (1 - r) * creation(Ex, Ey)
    return 4 * np.sum(weight * (normal - paired))


def frequency_ratio(w):
    """K(omega)/K(0) at zero temperature; w = hbar*omega/gap < 2."""
    a, c, weight = quadrant_grid(32.0)
    Ex, Ey = np.cosh(a), np.cosh(c)
    S = Ex + Ey
    shift = (1 - 1 / (Ex * Ey)) * w**2 / (S * (S**2 - w**2))
    return 1 - 4 * np.sum(weight * shift) / (2 * np.pi**2)


def gap_fraction(t):
    """Gap(T)/gap(0) from the gap equation; t = kB*T/gap(0), low T."""
    def equation(g):
        thermal = quad(lambda u: expit(-g * np.cosh(u) / t), 0, 10,
                       epsabs=1e-13, epsrel=1e-10, limit=200)[0]
        return np.log(g) + 2 * thermal
    return brentq(equation, 0.8, 1.0, xtol=1e-13)


# Coherence factor: energy of a random paired system by diagonalization.
rng = np.random.default_rng(4)
n_levels = 40
xi = np.sort(rng.uniform(-4, 4, n_levels))
raw = rng.normal(size=(n_levels, n_levels))
J = 1j * (raw - raw.T) / 2


def ground_energy(A):
    h = np.diag(xi) - A * J
    pair = np.eye(n_levels)
    H = np.block([[h, pair], [pair, -h.conj()]])
    levels = np.linalg.eigvalsh(H)
    return levels[levels < 0].sum()


A_small = 1e-3
curvature = (ground_energy(A_small) - ground_energy(0.0)) / A_small**2
E_lev = np.sqrt(xi**2 + 1)
factor = 0.5 * (1 - (np.outer(xi, xi) + 1) / np.outer(E_lev, E_lev))
curvature_formula = -np.sum(abs(J)**2 * factor / np.add.outer(E_lev, E_lev))
assert abs(curvature / curvature_formula - 1) < 1e-3

# Stiffness integral in the dirty limit, at zero and finite temperature.
I_zero = stiffness_integral()
assert abs(I_zero / (2 * np.pi**2) - 1) < 1e-6
t_test = 0.4
I_thermal = thermal_integral(t_test)
I_thermal_formula = 2 * np.pi**2 * np.tanh(1 / (2 * t_test))
# The finite upper limit of the grid leaves a tail of about 1e-5.
assert abs(I_thermal / I_thermal_formula - 1) < 1e-4


def imaginary_axis_ratio(b):
    """K/K_dirty from an integral along imaginary frequency."""
    value = quad(lambda u: 1 / (np.cosh(u) * (np.cosh(u) + b)), 0, 40,
                 epsabs=1e-14, epsrel=1e-10, limit=300)[0]
    return 2 * b / np.pi * value


ratio_b2 = stiffness_integral(2.0) / (2 * np.pi**2)
assert abs(ratio_b2 / imaginary_axis_ratio(2.0) - 1) < 1e-3


def mattis_bardeen_ratio(w):
    """Reactive conductivity integral, divided by its low-frequency limit."""
    def integrand(phi):
        E = 1 - w / 2 + w / 2 * np.sin(phi)
        return (E * E + 1 + w * E) / np.sqrt((1 + E) * (1 + E + w))
    return quad(integrand, -np.pi / 2, np.pi / 2)[0] / np.pi


w_test = 1.0
assert abs(frequency_ratio(w_test) - mattis_bardeen_ratio(w_test)) < 1e-5

# Gap ratio from the gap equations at Tc and at zero temperature.
cut = 200.0
at_Tc = (quad(lambda u: np.tanh(u / 2) / u, 0, 20)[0]
         + quad(lambda u: np.tanh(u / 2) / u, 20, cut)[0])
ratio_numeric = cut / np.sinh(at_Tc)
gap_ratio = np.pi / np.exp(np.euler_gamma)
assert abs(ratio_numeric / gap_ratio - 1) < 1e-4

# Example: requested Tc and R; other film data are rough typical values.
Tc, R = 4.0, 100.0
d, n = 20e-9, 4e28
T_use, freq = 1.0, 5e9
width, height, current = 2e-6, 0.5e-6, 10e-6

gap = gap_ratio * kB * Tc
L = hbar * R / (np.pi * gap)
L_numeric = 2 * np.pi * hbar * R / (I_zero * ratio_numeric * kB * Tc)
assert abs(L_numeric / L - 1) < 2e-4
assert round(L * 1e12) == 34

rho = R * d
sigma = 1 / rho
tau = me / (n * qe**2 * rho)
b_film = hbar / (2 * tau * gap)

# Normal state: paramagnetic response must cancel n e^2/m.
a, c, weight = quadrant_grid(32.0)
total = np.sinh(a) + np.sinh(c)
normal_sum = np.sum(weight / (total * (1 + total**2)))
K_para = sigma / (2 * np.pi * hbar) * 4 * (hbar / tau) * normal_sum
K_dia = n * qe**2 / me
assert abs(K_para / K_dia - 1) < 1e-4

scatter_ratio = stiffness_integral(b_film) / (2 * np.pi**2)
assert abs(scatter_ratio - imaginary_axis_ratio(b_film)) < 2e-4
t_film = kB * T_use / gap
g_film = gap_fraction(t_film)
thermal_ratio = g_film * np.tanh(g_film / (2 * t_film))
w_film = 2 * np.pi * hbar * freq / gap
freq_ratio = frequency_ratio(w_film)
L_corrected = L / (scatter_ratio * thermal_ratio * freq_ratio)

depth = np.sqrt(L * d / mu0)
L_magnetic = mu0 * height
kF = (3 * np.pi**2 * n)**(1 / 3)
mean_free_path = hbar * kF / me * tau
fermi_energy = (hbar * kF)**2 / (2 * me)
dos_per_spin = 3 * n / (4 * fermi_energy)
condensation = 0.5 * dos_per_spin * gap**2 * d * width**2
kinetic = 0.5 * L * current**2
phase_stiffness = (hbar / (2 * qe))**2 / L / kB
for small in (scatter_ratio - 1, thermal_ratio - 1, freq_ratio - 1,
              (d / depth)**2, L_magnetic / L, kinetic / condensation):
    assert abs(small) < 0.05


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Critical temperature", Tc, "K")
show("Normal sheet resistance", R, "ohm/sq")
show("Gap ratio Delta0/(kB Tc), closed form", gap_ratio, "", 6)
show("Gap ratio from gap equations", ratio_numeric, "", 6)
show("Gap Delta0", gap / qe * 1e3, "meV")
show("Sheet kinetic inductance L", L * 1e12, "pH/sq")
show("L from numerical integrals", L_numeric * 1e12, "pH/sq")
show("Stiffness integral I/Delta, quadrature", I_zero, "", 7)
show("2 pi^2", 2 * np.pi**2, "", 7)
show("Energy curvature, diagonalization", curvature, "", 6)
show("Energy curvature, coherence formula", curvature_formula, "", 6)
show("Thermal test kB T/Delta", t_test)
show("Thermal integral, quadrature", I_thermal, "", 6)
show("Thermal integral, tanh formula", I_thermal_formula, "", 6)
show("Normal paramagnetic / diamagnetic response", K_para / K_dia, "", 6)
show("Stiffness ratio at b=2, level integral", ratio_b2, "", 5)
show("Stiffness ratio at b=2, imaginary axis", imaginary_axis_ratio(2.0), "", 5)
show("K(w)/K(0) at hbar w=Delta, levels", frequency_ratio(w_test), "", 6)
show("K(w)/K(0), Mattis-Bardeen", mattis_bardeen_ratio(w_test), "", 6)
show("Film thickness (rough)", d * 1e9, "nm")
show("Carrier density (rough)", n, "m^-3")
show("Resistivity", rho * 1e8, "microohm cm")
show("Scattering time", tau * 1e15, "fs", 3)
show("hbar/tau", hbar / tau / qe, "eV", 3)
show("b = hbar/(2 tau Delta0)", b_film, "", 3)
show("L change from finite scattering time", 100 * (1 / scatter_ratio - 1), "%", 2)
show("Temperature of use", T_use, "K")
show("Gap fraction at that temperature", g_film, "", 5)
show("L change from temperature", 100 * (1 / thermal_ratio - 1), "%", 2)
show("Frequency of use", freq / 1e9, "GHz")
show("hbar omega/Delta0", w_film, "", 3)
show("L change from frequency", 100 * (1 / freq_ratio - 1), "%", 2)
show("L with these three corrections", L_corrected * 1e12, "pH/sq")
show("Penetration depth", depth * 1e9, "nm", 3)
show("(thickness/penetration depth)^2", (d / depth)**2, "", 2)
show("Ground-plane distance", height * 1e6, "micrometre")
show("Magnetic inductance, wide-strip estimate", L_magnetic * 1e12, "pH/sq", 2)
show("Magnetic / kinetic inductance", 100 * L_magnetic / L, "%", 2)
show("Strip width", width * 1e6, "micrometre")
show("Strip current", current * 1e6, "microampere")
show("Kinetic / condensation energy", kinetic / condensation, "", 2)
show("Mean free path", mean_free_path * 1e9, "nm", 2)
show("Disorder parameter kF*l", kF * mean_free_path, "", 2)
show("R/(h/e^2)", R * qe**2 / const.h, "", 2)
show("Phase stiffness / kB at zero temperature", phase_stiffness, "K", 3)
show("L if gap ratio is 5 % larger", L / 1.05 * 1e12, "pH/sq", 3)
print("all good")
```

Output:

```
Critical temperature: 4 K
Normal sheet resistance: 100 ohm/sq
Gap ratio Delta0/(kB Tc), closed form: 1.76388
Gap ratio from gap equations: 1.76391
Gap Delta0: 0.608 meV
Sheet kinetic inductance L: 34.46 pH/sq
L from numerical integrals: 34.46 pH/sq
Stiffness integral I/Delta, quadrature: 19.73921
2 pi^2: 19.73921
Energy curvature, diagonalization: -60.3971
Energy curvature, coherence formula: -60.397
Thermal test kB T/Delta: 0.4
Thermal integral, quadrature: 16.7442
Thermal integral, tanh formula: 16.7444
Normal paramagnetic / diamagnetic response: 1
Stiffness ratio at b=2, level integral: 0.51595
Stiffness ratio at b=2, imaginary axis: 0.51595
K(w)/K(0) at hbar w=Delta, levels: 0.934215
K(w)/K(0), Mattis-Bardeen: 0.934215
Film thickness (rough): 20 nm
Carrier density (rough): 4e+28 m^-3
Resistivity: 200 microohm cm
Scattering time: 0.444 fs
hbar/tau: 1.48 eV
b = hbar/(2 tau Delta0): 1.22e+03
L change from finite scattering time: 0.41 %
Temperature of use: 1 K
Gap fraction at that temperature: 0.9992
L change from temperature: 0.25 %
Frequency of use: 5 GHz
hbar omega/Delta0: 0.034
L change from frequency: 0.0072 %
L with these three corrections: 34.69 pH/sq
Penetration depth: 741 nm
(thickness/penetration depth)^2: 0.00073
Ground-plane distance: 0.5 micrometre
Magnetic inductance, wide-strip estimate: 0.63 pH/sq
Magnetic / kinetic inductance: 1.8 %
Strip width: 2 micrometre
Strip current: 10 microampere
Kinetic / condensation energy: 0.0001
Mean free path: 0.54 nm
Disorder parameter kF*l: 5.7
R/(h/e^2): 0.0039
Phase stiffness / kB at zero temperature: 228 K
L if gap ratio is 5 % larger: 32.8 pH/sq
all good
```
